# Generalised Mulliken–Hush Coupling from Adiabatic Energies and Dipoles

## The quantity that the energy gap does not give

An electronic-structure calculation at fixed nuclei returns adiabatic states, whereas a theory of electron transfer needs the coupling $V$ between states in which the charge sits on the donor or on the acceptor. Half the adiabatic transition energy is not that coupling unless the two localised states are degenerate. In the example below the transition energy is 1.4318 eV and the coupling is 0.15 eV. Half the gap, 0.716 eV, is too large by a factor of 4.8, and a golden-rule estimate of the rate, which is proportional to $V^2$, would be too large by a factor of 23. The golden rule assumes weak coupling and is itself doubtful at 0.15 eV; the factor only shows how the error in $V$ is magnified.

The missing information is in the dipoles. Let the adiabatic energies be $E_1<E_2$, with $\Delta E=E_2-E_1$. Along a unit vector $\mathbf u$, let the state dipoles be $m_1,m_2$ and the transition dipole $m_{12}$. The generalised Mulliken–Hush (GMH) coupling is

$$|V|=\frac{|m_{12}|\,\Delta E}{D},\qquad D=\sqrt{(m_1-m_2)^2+4m_{12}^2}. \tag{1}$$

In SI units the dipoles are in C m and the energies in J. The dipole unit cancels, so e nm and eV serve equally well.

## Assumptions and conventions

There are two orthonormal electronic states with real wavefunctions, and the nuclei are fixed. The charge-localised, or diabatic, states $|a\rangle,|b\rangle$ are defined as the orthonormal combinations that diagonalise the dipole component along $\mathbf u$. This definition is a choice, and a later section gives the consequence of preferring another pair.

For a system of total charge $Q$, moving the origin by $\mathbf s$ adds $-Q\,\mathbf s\cdot\mathbf u$ times the unit operator to the dipole operator. Both $m_1$ and $m_2$ shift by that amount, and $m_{12}$ does not change because the states are orthogonal. Equation (1) therefore applies to ions, provided that $m_1$ and $m_2$ refer to the same origin.

## Derivation by rotation

In the adiabatic basis,

$$H=\begin{pmatrix}E_1&0\\0&E_2\end{pmatrix},\qquad M=\begin{pmatrix}m_1&m_{12}\\m_{12}&m_2\end{pmatrix}.$$

Rotate the states by an angle $\theta$:

$$|a\rangle=\cos\theta\,|1\rangle+\sin\theta\,|2\rangle,\qquad |b\rangle=-\sin\theta\,|1\rangle+\cos\theta\,|2\rangle .$$

The off-diagonal dipole becomes

$$\langle a|M|b\rangle=(\cos^2\theta-\sin^2\theta)\,m_{12}-\sin\theta\cos\theta\,(m_1-m_2)$$
$$\phantom{\langle a|M|b\rangle}=m_{12}\cos2\theta-\tfrac12(m_1-m_2)\sin2\theta. \tag{2}$$

It vanishes when $\tan2\theta=2m_{12}/(m_1-m_2)$, that is, when

$$\sin2\theta=\pm\frac{2m_{12}}{D},\qquad \cos2\theta=\pm\frac{m_1-m_2}{D},$$

with the same sign in both. The two signs correspond to exchanging $a$ and $b$, apart from phases. The Hamiltonian has no off-diagonal element in the adiabatic basis, so

$$V=\langle a|H|b\rangle=\sin\theta\cos\theta\,(E_2-E_1)=\tfrac12\Delta E\sin2\theta=\pm\frac{m_{12}\Delta E}{D},$$

which is equation (1). The sign of $V$ depends on the phases of the states and has no meaning in a two-state problem.

The root $D$ has its own meaning. The diabatic dipoles are

$$\mu_a=m_1\cos^2\theta+m_2\sin^2\theta+m_{12}\sin2\theta,$$
$$\mu_b=m_1\sin^2\theta+m_2\cos^2\theta-m_{12}\sin2\theta,$$

and their difference is

$$\mu_a-\mu_b=(m_1-m_2)\cos2\theta+2m_{12}\sin2\theta=\pm\frac{(m_1-m_2)^2+4m_{12}^2}{D}=\pm D.$$

Thus $D$ is the dipole change on complete transfer between the diabatic states, and $D/e$ is the effective transfer distance of one electron. If $D=0$, $M$ is a multiple of the unit matrix, every rotation diagonalises it, and equation (1) is $0/0$. The dipole along $\mathbf u$ then cannot tell donor from acceptor.

## Verification for a charge-transfer Hamiltonian

Now start from the other end. Let

$$H=\begin{pmatrix}E_a&V\\V&E_b\end{pmatrix},\qquad M=\begin{pmatrix}\mu_a&0\\0&\mu_b\end{pmatrix},\qquad \delta=E_b-E_a,\quad \Delta\mu=\mu_b-\mu_a .$$

Write the eigenstates as

$$|1\rangle=\cos\varphi\,|a\rangle-\sin\varphi\,|b\rangle,\qquad |2\rangle=\sin\varphi\,|a\rangle+\cos\varphi\,|b\rangle .$$

Then $\langle1|H|2\rangle=V\cos2\varphi-\tfrac12\delta\sin2\varphi$ must vanish. The choice

$$\cos2\varphi=\frac{\delta}{\Delta E},\qquad \sin2\varphi=\frac{2V}{\Delta E},\qquad \Delta E=\sqrt{\delta^2+4V^2}$$

achieves this. It also puts state 1 lowest, since

$$E_1=\frac{E_a+E_b}{2}-\frac{\delta}{2}\cos2\varphi-V\sin2\varphi=\frac{E_a+E_b}{2}-\frac{\Delta E}{2}.$$

The dipoles follow by substitution:

$$m_{12}=\sin\varphi\cos\varphi\,(\mu_a-\mu_b)=-\frac{V\Delta\mu}{\Delta E},$$
$$m_1-m_2=\cos2\varphi\,(\mu_a-\mu_b)=-\frac{\delta\,\Delta\mu}{\Delta E}. \tag{3}$$

Consequently

$$D^2=\Delta\mu^2\,\frac{\delta^2+4V^2}{\Delta E^2}=\Delta\mu^2,\qquad \frac{|m_{12}|\Delta E}{D}=\frac{|V\Delta\mu|}{|\Delta\mu|}=|V| .$$

No expansion in $V/\delta$ was made. The weight of the less populated site in either adiabatic state is

$$w=\frac12\left(1-\frac{|\delta|}{\Delta E}\right)=\frac12\left(1-\frac{|m_1-m_2|}{D}\right).$$

Two limits show how the formula works. For $|V|\ll|\delta|$, the states are nearly localised, $D\approx|m_1-m_2|$, and equation (1) reduces to the Mulliken–Hush form $|m_{12}|\Delta E/|m_1-m_2|$. At resonance, $\delta=0$, the adiabatic dipoles are equal, $|m_{12}|=|\Delta\mu|/2$, and $|V|=\Delta E/2$. The simpler form overestimates the coupling by the factor $D/|m_1-m_2|=\Delta E/|\delta|$, which diverges at resonance.

## Numerical example

The parameters are round, illustrative values, chosen with a chloride-bridged Cu(I)/Cu(II) pair in a cupric chloride etching bath in mind but not fitted to one: transfer distance $R=0.35$ nm, $\delta=1.40$ eV and $V=0.15$ eV. Let $\mathbf u$ point along the electron's motion from $a$ to $b$. The electron is negative, so $\Delta\mu=-eR=-0.35$ e nm.

Diagonalisation gives $\Delta E=1.4318$ eV, $|m_{12}|=0.03667$ e nm and $|m_1-m_2|=0.34223$ e nm. From these adiabatic data alone,

$$D=\sqrt{0.34223^2+4(0.03667)^2}=0.3500\ \text{e nm},$$
$$|V|=\frac{0.03667\times1.4318}{0.3500}=0.1500\ \text{eV},$$

or 1210 cm$^{-1}$. The minority weight is $\tfrac12(1-0.34223/0.35000)=1.11\,\%$. Using $|m_1-m_2|$ in place of $D$ gives 0.1534 eV, an excess of 2.3 %. The error is small here because the gap is much larger than the coupling.

## When the intended states have an off-diagonal dipole

Suppose that the pair wanted, for instance a pair of fragment states, has $\langle a|M|b\rangle=m_{ab}\ne0$. Consider $C=HM-MH$. Both matrices are real and symmetric, so $C^{T}=MH-HM=-C$. A $2\times2$ antisymmetric matrix has one independent element, and an orthogonal change of basis $U$ multiplies it by $\det U=\pm1$. In the intended basis,

$$C_{ab}=E_am_{ab}+V\mu_b-\mu_aV-m_{ab}E_b=V\Delta\mu-\delta\,m_{ab}.$$

In the adiabatic basis the same element is $(E_1-E_2)m_{12}=-\Delta E\,m_{12}$. Hence

$$\Delta E\,|m_{12}|=|V\Delta\mu-\delta\,m_{ab}| .$$

The root is also an invariant, because $D^2=2\,\mathrm{tr}M^2-(\mathrm{tr}M)^2$. In the intended basis it equals $\Delta\mu^2+4m_{ab}^2$. Equation (1) therefore returns

$$V_{\rm GMH}=\frac{|V\Delta\mu-\delta\,m_{ab}|}{\sqrt{\Delta\mu^2+4m_{ab}^2}}. \tag{4}$$

To first order in $m_{ab}/\Delta\mu$ this is $|V-\delta m_{ab}/\Delta\mu|$. As long as the shift $|\delta m_{ab}/\Delta\mu|$ is smaller than $|V|$, the relative error has magnitude $|\delta/V|\,|m_{ab}/\Delta\mu|$: a small dipole is amplified by the ratio of gap to coupling. At resonance the first-order term vanishes.

In the example, an axial $m_{ab}$ of 0.005 e nm is 1.4 % of $|\Delta\mu|$. It changes the coupling by $1.40\times0.005/0.35=0.020$ eV. Equation (4) gives 0.1699 eV for positive and 0.1299 eV for negative $m_{ab}$, changes of about 13 % relative to 0.15 eV. The positive sign raises the result because $\Delta\mu$ is negative and $V$ positive. Neither value is a numerical failure of equation (1); each is the coupling of the dipole-diagonal pair, which is no longer the intended pair.

## Meaning of the coupling in an electric field

In a uniform field with component $F$ along $\mathbf u$, and with the nuclei held fixed, $H(F)=H-FM$. Use the pair that diagonalises $M$, and let its energy gap and dipole difference be $\delta'$ and $\Delta\mu'$. The field changes the diagonal elements and leaves the coupling alone:

$$[\Delta E(F)]^2=(\delta'-F\Delta\mu')^2+4V_{\rm GMH}^2 .$$

The smallest gap is $2V_{\rm GMH}$, reached at $F^*=\delta'/\Delta\mu'$. Within two states, this identifies the GMH coupling without reference to a chosen fragment basis: it is half the smallest gap that a field along $\mathbf u$ can produce.

In the example $F^*=1.40/(-0.35)=-4.0$ V/nm, or $-40$ MV/cm. The negative sign is right, since a field opposite to $\mathbf u$ pushes the electron along $\mathbf u$. Minimising the gap numerically gives a half-gap of 0.1500 eV. For scale, a drop of 1 V across 1 nm is 10 MV/cm. The resonance field is a device of the calculation, not an operating condition.

The field also supplies the dipoles when a code prints energies only. First- and second-order perturbation theory in $-FM$ give

$$\frac{dE_i}{dF}=-m_i,\qquad \frac{d^2E_1}{dF^2}=-\frac{2m_{12}^2}{\Delta E},\qquad \frac{d^2E_2}{dF^2}=+\frac{2m_{12}^2}{\Delta E},$$

all at $F=0$, and therefore

$$|m_{12}|=\frac12\sqrt{\Delta E\;\frac{d^2(E_2-E_1)}{dF^2}} .$$

Central differences with a field step of 0.005 V/nm return 0.1500 eV for the example. In a real molecule each second derivative contains a sum over all other states, so the curvature formula is restricted to a pair isolated from them. A directly computed transition dipole avoids these extra curvature terms, though not the mixing of the pair with a third state, which is treated below.

## Direction of the dipole

Let $\mathbf d=\mathbf m_1-\mathbf m_2$ and $\mathbf m_{12}$ now be full vectors. Equation (2) holds for each component, so one rotation diagonalises all three if

$$\mathbf m_{12}\cos2\theta=\tfrac12\,\mathbf d\,\sin2\theta .$$

This requires the two vectors to be collinear. Conversely, if $\mathbf d=p\,\mathbf n$ and $2\mathbf m_{12}=q\,\mathbf n$, the angle with $\tan2\theta=q/p$ satisfies all three equations. In the collinear case vector lengths may be used in equation (1). Otherwise the coupling depends on $\mathbf u$, and the direction must be reported with the result.

Take an off-diagonal dipole of 0.020 e nm perpendicular to the transfer axis. Projection on that axis removes it and leaves 0.15 eV. Projection on $\mathbf d$ does not, because $\mathbf d$ has acquired a perpendicular component of magnitude

$$2(0.020)\frac{2V}{\Delta E}=0.040\times\frac{0.30}{1.4318}=0.00838\ \text{e nm}.$$

The direction tilts by $0.00838/0.3422=0.0245$ rad, which lets $0.020\times0.0245=0.0005$ e nm into the projected off-diagonal dipole. Equation (4) then predicts a shift of magnitude $1.40\times0.0005/0.35=0.002$ eV. The computed value is 0.1480 eV, lower by 1.3 %.

## A bridge state

Let a third state $|c\rangle$ lie at energy $B$ with its dipole midway between those of the sites. Take $E_a=0$, $E_b=\delta$, a coupling $t$ from each site to the bridge, and no direct coupling. Assume $0<\delta<B$ and $t$ small compared with $\delta$ and $B-\delta$. With the origin chosen so that $\mu_a=0$, the dipoles are $0$, $\Delta\mu$ and $\Delta\mu/2$.

In state 1, mainly $a$, the bridge amplitude is $-t/B$. The equation for site $b$, $(0-\delta)x_b=t(-t/B)$, gives $x_b=t^2/(B\delta)$. In state 2, mainly $b$, the bridge amplitude is $-t/(B-\delta)$. Site $a$ contributes nothing to $m_{12}$, because its dipole is zero. To order $t^2$,

$$m_{12}=\Delta\mu\left[\frac{t^2}{B\delta}+\frac12\,\frac{t^2}{B(B-\delta)}\right]=\Delta\mu\,\frac{t^2(2B-\delta)}{2B\delta(B-\delta)} .$$

At this order $\Delta E=\delta$ and $D=|\Delta\mu|$ suffice in equation (1), so

$$V_{\rm GMH}=\frac{t^2(2B-\delta)}{2B(B-\delta)}=\frac{t^2}{2}\left(\frac1B+\frac1{B-\delta}\right). \tag{5}$$

At the resonance field the sites are degenerate, and the bridge lies $G=B-\delta/2$ above them. The odd site combination does not couple to the bridge; the even one couples with $\sqrt2\,t$. The gap between the two lowest levels gives

$$V_{\rm res}=\frac12\left[\sqrt{\frac{G^2}{4}+2t^2}-\frac G2\right]\approx\frac{t^2}{G}. \tag{6}$$

Equations (5) and (6) differ even at leading order. Equation (5) averages $1/B$ and $1/(B-\delta)$, the inverse bridge energies measured from the two sites at zero field. Equation (6) instead contains $1/G$, where $G$ is the average of $B$ and $B-\delta$. Their ratio is $G^2/[B(B-\delta)]$. For $t=0.02$ eV, $B=3.5$ eV and $\delta=1.40$ eV, diagonalisation agrees with both leading-order formulas within 0.2 %.

For a stronger case, choose $t=0.6275$ eV, which makes equation (5) equal to 0.15 eV. The full three-state calculation gives $V_{\rm GMH}=0.1352$ eV, 9.8 % below that estimate, since $t/(B-\delta)=0.30$ is no longer small. Half the smallest gap under field is 0.1288 eV. Equation (6) gives the same: with $G=2.8$ eV, $\tfrac12(\sqrt{1.96+0.7875}-1.4)=0.1288$ eV. The GMH value is 5.0 % above it. With a bridge, a quoted coupling therefore needs its nuclear geometry and its definition.

## A nearby local excitation

Suppose instead that state $a$ has a local excitation $a^*$ at 1.1 eV, which moves no charge between the sites and has the same dipole as $a$. In a copper pair this could be a d–d excitation of the Cu(II) ion, which in state $a$ is at site $b$; the Cu(I) ion has a filled d shell and no such excitation. State $b$ would have a corresponding excitation of the Cu(II) ion at site $a$, which this three-state model omits. The state $a^*$ has no coupling to $a$ and a coupling $W=0.10$ eV to $b$. The adiabatic state with the largest transfer character then contains 91.3 % of $b$. Equation (1), applied to this state and the ground state, gives 0.1600 eV, 6.7 % too high relative to $V$. The size of the error depends on where $a^*$ lies: at 1.3 eV, with all else unchanged, the same calculation gives 0.1801 eV, 20 % too high.

The remedy is to include all three adiabatic states:

1. Build the $3\times3$ adiabatic dipole matrix along $\mathbf u$ and diagonalise it.
2. Group eigenvectors with equal dipole: here $\{a,a^*\}$ and $\{b\}$.
3. Transform $H$ to this basis and diagonalise it inside each group.
4. Read the couplings between groups.

The dipole eigenspaces do not depend on the starting basis, and $a$ and $a^*$ are by construction the eigenstates of $H$ within their group. The procedure returns 0.1500 eV and 0.1000 eV. In a molecule the site dipoles need not coincide, so the grouping is a decision to be recorded. For the bridge model, whose three dipoles differ, the same procedure would return the elementary couplings $t$, not the effective donor–acceptor coupling.

## Averaging over nuclear motion

With $V$ and $\Delta\mu$ independent of the nuclei and $m_{ab}=0$, equation (1) gives the same coupling at every gap. Averaged ingredients do not. Take harmonic diabatic energies $E_a=\lambda q^2$ and $E_b=\lambda(q-1)^2$, so that $\delta(q)=\lambda-2\lambda q$. Classical motion on $E_a$ has $\langle q\rangle=0$ and $\langle q^2\rangle=kT/2\lambda$. The mean gap is $\lambda$ and its variance is $4\lambda^2kT/2\lambda=2\lambda kT$. At 323 K, with $\lambda=1.40$ eV, the standard deviation is $\sqrt{2\times1.40\times0.02783}=0.279$ eV.

The averages are 1.4331 eV for $\Delta E$, 0.03812 e nm for $|m_{12}|$ and 0.34117 e nm for $|m_1-m_2|$. Inserted in equation (1), they give

$$\frac{0.03812\times1.4331}{\sqrt{0.34117^2+4(0.03812)^2}}=0.1563\ \text{eV},$$

an excess of 4.2 %. The direction of the error can be proved. Equation (3) makes $|m_{12}|$ proportional to $1/\Delta E$, and $\langle1/\Delta E\rangle\langle\Delta E\rangle\ge1$, so the numerator is too large. The length of an averaged vector cannot exceed its average length, so the denominator is at most $|\Delta\mu|$. Evaluate equation (1) at each geometry first, and average afterwards. If $V$ itself varies with the nuclei, an average over the equilibrium motion on $E_a$ is not the one a rate needs. With classical nuclei, the golden-rule rate contains $V^2$ averaged over the geometries at which $E_a=E_b$, here $q=1/2$.

## Reading the result for an etching bath

Cupric chloride baths contain copper in both oxidation states and run warm, so 323 K is a reasonable temperature. A separation of a few tenths of a nanometre is plausible for a chloride-bridged pair. The gap, coupling and bridge energy are rough model choices, not measured properties of one identified complex. Real pairs break the two-state assumption through the chloride bridge and the copper d–d excitations; in the models above, the bridge made the GMH coupling and half the smallest gap differ by 5 %, and the local excitation moved the GMH coupling by 7 % when placed at 1.1 eV and by 20 % at 1.3 eV, closer to the transfer state. Real pairs also need not have a zero off-diagonal dipole, and the small value tried moved the coupling by 13 %. These are sensitivities, not error bounds, and they need not add.

Spin–orbit coupling and the local-field correction needed to extract $m_{12}$ from a measured absorption intensity are left out and have not been sized. The model describes an ion pair. At the copper surface the metal supplies a continuum of electronic states, and a single two-state coupling does not determine the etching rate. The complete numerical output follows.

## Computed values

```
Transfer distance: 0.35 nm
Diabatic gap: 1.40 eV
Diabatic coupling put in: 0.15 eV
Adiabatic transition energy: 1.4318 eV
Transition dipole, magnitude: 0.03667 e nm
Adiabatic dipole difference, magnitude: 0.34223 e nm
Diabatic dipole difference recovered: 0.35000 e nm
GMH coupling: 0.1500 eV
GMH coupling: 1210 cm^-1
Minority weight: 1.11 %
Coupling if adiabatic difference is used: 0.1534 eV
Coupling from field-dependent energies: 0.150000 eV
Resonance field along electron motion: -40.0 MV/cm
Half of smallest gap under field: 0.1500 eV
Axial off-diagonal dipole tried: 0.005 e nm
GMH coupling, positive sign: 0.1699 eV
GMH coupling, negative sign: 0.1299 eV
Change, positive sign: 13.3 %
Change, negative sign: -13.4 %
Perpendicular off-diagonal dipole tried: 0.020 e nm
GMH coupling, adiabatic direction: 0.1480 eV
Change, perpendicular dipole: -1.3 %
Bridge state energy: 3.5 eV
Site-bridge coupling: 0.6275 eV
Bridge model, GMH coupling: 0.1352 eV
Bridge model, half smallest gap: 0.1288 eV
Bridge model, GMH over half gap, excess: 5.0 %
Bridge model, GMH against 0.15 eV: -9.8 %
Local excitation energy: 1.1 eV
Its coupling to the transfer state: 0.10 eV
Transfer weight in chosen adiabatic state: 91.3 %
Two-state GMH with local excitation: 0.1600 eV
Change, local excitation: 6.7 %
Multi-state GMH, ground coupling: 0.1500 eV
Multi-state GMH, excited coupling: 0.1000 eV
Temperature: 323 K
Thermal energy kT: 0.02783 eV
Standard deviation of the gap: 0.2792 eV
Mean adiabatic transition energy: 1.4331 eV
Mean transition dipole, magnitude: 0.03812 e nm
Mean adiabatic dipole difference: 0.34117 e nm
GMH coupling from averaged data: 0.1563 eV
Change, averaged data: 4.2 %
```
